# Butene ratio from syn beta-hydride elimination of a metal sec-butyl

## Problem

A metal sec-butyl group, $\mathrm{M{-}CH(CH_3){-}CH_2CH_3}$, decomposes by beta-hydride elimination: a hydrogen on a carbon next to the metal-bearing carbon moves to the metal, the metal–carbon bond breaks, and a butene is left. The elimination is syn, meaning that M, the two carbons and the departing hydrogen lie in one plane with M and H on the same side of the carbon–carbon bond. The dihedral angle M–C–C–H is then zero.

Every beta hydrogen has the same free-energy barrier and the same prefactor. The conformers of the alkyl group interconvert much faster than they eliminate, each butene leaves for good once formed, and no hydrogen is isotopically labelled. In what ratio do 1-butene, cis-2-butene and trans-2-butene form?

## A tempting solution

The carbon bound to the metal is called C$_\alpha$, and its two carbon neighbours are the beta carbons. One is a methyl carbon with three hydrogens, the other a methylene carbon with two. Loss from the methyl group gives 1-butene, and loss from the methylene group gives 2-butene. With equal barriers, 1-butene and 2-butene therefore form as 3:2.

The argument then continues: "Syn elimination is stereospecific, so it gives a single isomer of 2-butene. The two methylene hydrogens sit on the same carbon and are equivalent, so both lead to that isomer. It must be the less crowded one, trans. The ratio is 3:0:2."

## Where it goes wrong

The count 3:2 is right. The fault is the claim that the two methylene hydrogens are equivalent. C$_\alpha$ carries four different groups (M, H, methyl and ethyl) and is a stereocentre. Next to a stereocentre, the two hydrogens of a CH$_2$ group are diastereotopic: no rotation about bonds and no symmetry operation of the molecule exchanges them.

Stereospecificity is a statement about one chosen hydrogen. Once the hydrogen and the syn geometry are fixed, the isomer is fixed. It does not follow that two different hydrogens give the same isomer.

The appeal to crowding is a second fault. If crowding favoured the trans path, the barriers would differ, and the problem says that they do not.

## Right solution

### Which hydrogen gives which butene

Look along the bond from C$_\alpha$ to the methylene carbon C$_\beta$, and measure the azimuth of each substituent about this axis, starting from M at $0^\circ$. The three other bonds of a tetrahedral carbon are spaced by $120^\circ$ in this view. On C$_\alpha$ the methyl group therefore has azimuth

$$
\phi_\alpha = 120^\circ s,\qquad s=\pm1 ,
$$

and hydrogen has azimuth $-120^\circ s$. The sign $s$ distinguishes the two enantiomers.

On C$_\beta$ let the methyl group have azimuth $\phi$, which changes as the bond rotates. Its hydrogens have azimuths

$$
\phi(\mathrm H_1)=\phi+120^\circ,\qquad \phi(\mathrm H_2)=\phi-120^\circ .
$$

Syn elimination requires the departing hydrogen to have azimuth zero:

- Loss of H$_1$ requires $\phi=-120^\circ$.
- Loss of H$_2$ requires $\phi=+120^\circ$.

The plane containing M, C$_\alpha$, C$_\beta$ and the departing hydrogen separates positive from negative azimuths. As M and H leave, each carbon becomes trigonal, and its two remaining substituents move from azimuths $\pm120^\circ$ to $\pm90^\circ$. Neither crosses the plane. The methyl groups thus end on the same side of the double bond if $\phi$ and $\phi_\alpha$ have the same sign, which is cis, and on opposite sides otherwise, which is trans.

For $s=+1$, loss of H$_1$ gives trans and loss of H$_2$ gives cis. For $s=-1$ the assignments are exchanged. In either enantiomer, one methylene hydrogen leads to each isomer, so a racemic mixture behaves in the same way.

Loss from the methyl group gives $\mathrm{CH_2{=}CH{-}CH_2CH_3}$. One end of this double bond carries two hydrogens, so there are no cis and trans forms. The numbers of hydrogens leading to the three products, in the order 1-butene, cis, trans, are

$$
(n_1,n_c,n_t)=(3,1,1).
$$

### What "equal barriers" means when there are several conformers

One might still worry that the most populated conformer favours one product. Let conformer $c$ have free energy $g_c$. Fast rotation keeps the populations at their equilibrium values,

$$
p_c=\frac{e^{-g_c/k_BT}}{Z},\qquad Z=\sum_c e^{-g_c/k_BT}.
$$

Let $G_h^\ddagger$ be the free energy of the transition state for loss of hydrogen $h$. This state may be entered from several conformers. If a share $a_{hc}$ of its equilibrium flux comes from conformer $c$, with $\sum_c a_{hc}=1$, transition-state theory gives the rate constant out of that conformer as

$$
k_{hc}=a_{hc}\,\frac{k_BT}{h_P}\,e^{-(G_h^\ddagger-g_c)/k_BT},
$$

where $h_P$ is Planck's constant. Averaging over the populations gives

$$
k_h=\sum_c p_c k_{hc}
=\frac{k_BT}{h_P}\,\frac{e^{-G_h^\ddagger/k_BT}}{Z}\sum_c a_{hc}
=\frac{k_BT}{h_P}\,\frac{e^{-G_h^\ddagger/k_BT}}{Z}.
$$

The factor $e^{-g_c/k_BT}$ in the population has cancelled the factor $e^{+g_c/k_BT}$ in the rate constant. A stable conformer is more common but has a higher climb to the same transition state. Defining the free energy of the whole pool by $G_0=-k_BT\ln Z$, so that $1/Z=e^{G_0/k_BT}$, gives

$$
k_h=\frac{k_BT}{h_P}\,e^{-\Delta G_h/k_BT},\qquad \Delta G_h=G_h^\ddagger-G_0 .
$$

This $\Delta G_h$ is the barrier meant in the problem. If it is the same for all five hydrogens, they share one rate constant $k$.

For the three methyl hydrogens this equality follows from symmetry: a $120^\circ$ turn of the methyl group brings the next hydrogen into the same transition state. For the two methylene hydrogens, and between methyl and methylene, it is an assumption.

### From rates to amounts

Let $N(t)$ be the amount of sec-butyl, with $N(0)=1$, and $P_i(t)$ the amount of butene $i$. Each hydrogen opens one path, so

$$
\frac{dP_i}{dt}=n_i kN,\qquad
\frac{dN}{dt}=-(3+1+1)kN=-5kN .
$$

The second equation gives $N=e^{-5kt}$. Inserting this in the first and integrating from zero,

$$
P_i(t)=n_i k\int_0^t e^{-5kt'}\,dt'
=\frac{n_i}{5}\left(1-e^{-5kt}\right).
$$

The bracket is common to all products. At any time after the start,

$$
\boxed{P_1:P_c:P_t=3:1:1}
$$

or 60 %, 20 % and 20 % of the butenes.

The ratio does not depend on the exponential decay. For any history $N(t)$, with a common rate constant $k(t)$, the amounts are $P_i=n_i\int kN\,dt'$, and the integral cancels. A second decomposition path that makes no butene, a continuing supply of sec-butyl, or a changing temperature leaves the ratio unchanged, provided the five barriers stay equal.

## What the ratio does not prove

Suppose the elimination were anti, with the departing hydrogen at azimuth $180^\circ$. Loss of H$_1$ would require $\phi=60^\circ$, and loss of H$_2$ would require $\phi=300^\circ$, which is $-60^\circ$. The signs of $\phi$ are reversed from the syn case, so the two hydrogens exchange products. One still gives cis and the other trans, and the ratio is again 3:1:1. Observing it cannot establish a syn path.

A deuterium label can. Take $s=+1$ and replace H$_1$ by deuterium:

- **Syn:** loss of D gives trans-2-butene without deuterium, and loss of H$_2$ gives cis-2-butene with deuterium.
- **Anti:** loss of D gives cis-2-butene without deuterium, and loss of H$_2$ gives trans-2-butene with deuterium.

The 2-butene isomer that keeps the label reveals the path; 1-butene keeps it in either case. The sample must consist of one diastereomer of known relative configuration; its mirror image gives the same answer. Deuterium may leave more slowly than hydrogen, which changes the amounts but not which isomer carries the label. Re-insertion could scramble the label and must be absent.

## Worked example

Take a surface at 550 K and a barrier of 1.30 eV per hydrogen. The thermal energy is $k_BT=0.04740$ eV and the prefactor is $k_BT/h_P=1.146\times10^{13}\ \mathrm{s^{-1}}$. Then

$$
k=1.146\times10^{13}\ \mathrm{s^{-1}}\times
\exp\!\left(-\frac{1.30}{0.04740}\right)
\approx 14.0\ \mathrm{s^{-1}} .
$$

This value and those below were computed with unrounded constants; the rounded inputs shown would give 14.1. The total rate constant is $5k\approx70.1\ \mathrm{s^{-1}}$, and the half-life is

$$
t_{1/2}=\frac{\ln2}{5k}\approx9.9\ \mathrm{ms}.
$$

After one half-life, half of the sec-butyl has reacted. Of the initial amount, 30 % has become 1-butene, 10 % cis-2-butene and 10 % trans-2-butene. The barrier sets how quickly the butenes appear, while the hydrogen count sets their ratio.

## How far the ratio moves when the assumptions fail

### Unequal barriers

Let the barrier for product $i$ be raised by $\delta_i$. Each of its $n_i$ paths is slowed by $e^{-\delta_i/k_BT}$, and the product fractions become

$$
f_i=\frac{n_i e^{-\delta_i/k_BT}}{\sum_j n_j e^{-\delta_j/k_BT}} .
$$

If all differences between the $\delta_i$ are small compared with $k_BT$, this returns to 3:1:1. If they are large compared with $k_BT$, the path with the lowest barrier dominates.

There is a geometric reason to expect a higher cis barrier. In an ideal tetrahedral model with C–C length $d$, each methyl carbon lies $d/3$ beyond its end of the central bond, measured along that bond, and $\rho=\sqrt8\,d/3$ away from the axis. The axial separation of the two methyl carbons is $d+2d/3=5d/3$. In the syn geometry leading to cis they have the same azimuth, so this is their full distance. In the one leading to trans their azimuths differ by $120^\circ$, which adds a perpendicular separation $\sqrt3\,\rho$. Hence

$$
D_c=\frac{5d}{3},\qquad
D_t=\sqrt{\frac{25d^2}{9}+3\cdot\frac{8d^2}{9}}=\frac{7d}{3}.
$$

For $d=0.154$ nm these are 0.257 nm and 0.359 nm. The closer contact suggests a penalty for cis, but the model does not give its energy.

Assume a penalty of 0.04 eV for illustration. This is not an upper bound: eclipsing two methyl groups can cost several times more, and a penalty much larger than $k_BT$ drives the ratio towards 3:0:1. The rate factor is $e^{-0.04/0.04740}=0.430$, so the weights are $3:0.430:1$. Dividing by their sum, 4.430, gives 67.7 %, 9.7 % and 22.6 %. The trans/cis ratio rises from 1 to 2.33. A shift of only 4.5 meV is enough to make it 1.1.

If instead the barrier for each methyl hydrogen is 0.04 eV higher, and the other two stay equal, the weights are $3\times0.430:1:1$. The fractions become 39.2 %, 30.4 % and 30.4 %. Energy differences slightly below $k_BT$ can thus move the result by many percentage points.

### Return of the alkene

A butene still bound to the metal hydride may re-insert to sec-butyl before it leaves. Let this happen with probability $r_i$, and let $V$ be the mean number of eliminations per original sec-butyl group. A fraction $n_i/5$ of these gives product $i$, of which $1-r_i$ is released. The released fractions must add to one, so

$$
f_i=V\frac{n_i}{5}(1-r_i),\qquad
V=\frac{5}{\sum_j n_j(1-r_j)},
$$

and therefore

$$
f_i=\frac{n_i(1-r_i)}{\sum_j n_j(1-r_j)} .
$$

Equal return probabilities below one cancel, leaving 3:1:1. With assumed values of 20 % for 1-butene and 10 % for each 2-butene, the weights are $2.4:0.9:0.9$, or 57.1 %, 21.4 % and 21.4 %. Insertion of 1-butene to n-butyl is left out here. If the butenes interconvert until they reach equilibrium, their ratio is set by their own free energies and the hydrogen count no longer decides it.

### Tunnelling

Hydrogen can tunnel through the barrier. For a parabolic barrier, the transmission at energy $E$ relative to the top is $1/(1+e^{-2\pi E/\hbar\omega})$, where $\omega$ is the magnitude of the imaginary angular frequency. With $x=E/k_BT$ and $u=\hbar\omega/k_BT$, the thermal rate divided by its classical value is

$$
\kappa=\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}} .
$$

Put $a=u/2\pi$ and $y=e^{-x/a}$. Then $e^{-x}=y^a$ and $dx=-a\,dy/y$, and for $0<a<1$ a standard integral gives

$$
\kappa=a\int_0^\infty\frac{y^{a-1}}{1+y}\,dy
=\frac{\pi a}{\sin\pi a}
=\frac{u/2}{\sin(u/2)} .
$$

A factor common to all five hydrogens changes the rate but not the ratio. Suppose the imaginary wavenumbers are $1000i\ \mathrm{cm^{-1}}$ for methyl and $1100i\ \mathrm{cm^{-1}}$ for methylene hydrogens, both assumed values. The factors are 1.354 and 1.451, and the weights $3\times1.354:1.451:1.451$ give 58.3 %, 20.8 % and 20.8 %. For these inputs, tunnelling matters less to the ratio than a 0.04 eV barrier difference.

### Slow rotation

Consider three ethyl conformers with energies 0.00, 0.04 and 0.05 eV and a rotation barrier of 0.20 eV above the lowest one. Start all molecules in the 0.04 eV conformer, in which H$_1$ points away from M. In the full conformer network, the largest deviation of a product fraction from its ideal value is about $1.5\times10^{-11}$. Rotation is so much faster than elimination that the starting conformer is forgotten.

Now raise the rotation barrier to 1.50 eV and keep everything else fixed. This case is artificial. Rotation about a C–C single bond costs a few tenths of an eV at most, and 1.50 eV lies above the elimination transition states, which are themselves eclipsed. It serves only to switch off mixing. The products become 66.6 % 1-butene, 33.1 % cis and 0.3 % trans. The reason can be read from the flux shares. In this model each methyl transition state draws one third of its flux from each ethyl conformer, and each methylene transition state draws one half from each of the two conformers next to it. From the starting conformer the weights are $3\times\tfrac13:\tfrac12:0$, or $2:1:0$. The little trans-2-butene comes from molecules that rotate first. These shares are assumed. Other choices change the slow-rotation percentages by many points, while the fast-rotation result does not depend on them. Equal barriers give 3:1:1 here because the conformers mix.

## Relation to film growth

The temperature and barrier are round values in the rough regime of aluminium film growth from aluminium alkyls, where surfaces are at some 500–600 K and elimination barriers are a little above 1 eV. Triisobutylaluminium, one such alkyl, has one beta hydrogen per alkyl group and gives isobutene, so the sec-butyl group here is a model case. On a real surface, the barriers need not be equal. The two assumed 0.04 eV shifts above move the 1-butene share from 60 % to about 68 % or 39 %, and larger differences would move it further. The half-life depends on the common height of the barriers as well: raising all five by 0.10 eV leaves the ratio unchanged but lengthens the half-life by a factor $e^{0.10/0.04740}\approx8$. The 9.9 ms is therefore a model value, not a prediction for a particular reactor.

## Computed values

```
Product order: 1-butene / cis-2-butene / trans-2-butene
Hydrogens per product, syn: 3 : 1 : 1
Hydrogens per product, anti: 3 : 1 : 1
  H_methylene1: syn trans-2-butene, anti cis-2-butene
  H_methylene2: syn cis-2-butene, anti trans-2-butene
  H_methyl1: syn 1-butene, anti 1-butene
  H_methyl2: syn 1-butene, anti 1-butene
  H_methyl3: syn 1-butene, anti 1-butene
Model bond lengths C-C, C-H, M-C: 0.154, 0.109, 0.200 nm
Methyl C to methyl C, syn path to trans-2-butene: 0.359 nm
Methyl C to methyl C, syn path to cis-2-butene: 0.257 nm
Temperature: 550 K
Barrier per hydrogen: 1.30 eV
Thermal energy kT: 0.04740 eV
Prefactor kT/h: 1.146e+13 1/s
Rate per hydrogen: 14.03 1/s
Total rate: 70.1 1/s
Half-life of sec-butyl: 9.88 ms
Equal barriers: 60.0 / 20.0 / 20.0 %
Assumed barrier shift: 0.04 eV
Rate factor of this shift: 0.430
Cis barrier raised: 67.7 / 9.7 / 22.6 %
Trans/cis ratio, cis barrier raised: 2.33
Methyl-hydrogen barrier raised: 39.2 / 30.4 / 30.4 %
Cis shift for trans/cis = 1.1: 4.52 meV
Tunnelling factor at 1000i cm^-1: 1.354
Tunnelling factor at 1100i cm^-1: 1.451
Tunnelling, methyl 1000i and methylene 1100i cm^-1: 58.3 / 20.8 / 20.8 %
Assumed return probabilities: 20.0 / 10.0 / 10.0 %
With these returns: 57.1 / 21.4 / 21.4 %
Conformer energies: 0.00, 0.04, 0.05 eV
Rotation barrier: 0.20 eV
Largest fraction error, finite rotation: 1.5e-11
Blocked rotation (1.50 eV), one start conformer: 66.6 / 33.1 / 0.3 %
```
